\section*{Why two nonlinear plasma sheaths can share a sinusoidal total voltage}

\section*{Question}

I am modelling a radio-frequency discharge between two equal parallel plates. Each sheath has a uniform ion density, and I drive a sinusoidal current through it. The voltage across a sheath goes as the square of its width, so a sinusoidal width gives a voltage containing $\cos2\omega t$.

There are two such sheaths in series. Should the voltage between the plates therefore be strongly distorted, perhaps with twice the second harmonic of one sheath? The sheaths move in antiphase, but I do not see why that should repair a nonlinear voltage law. If the distortion does disappear, was it ever physically present, and how much of the answer survives in a real discharge?

\section*{Answer}

The total need not be distorted. In your model the second harmonics of the two sheaths are equal and cancel, and the voltage between the plates is a pure sine. Each sheath is still nonlinear, and its second harmonic is a real part of the voltage between the plasma and that electrode. To see this, follow the current and keep the sign of each voltage.

\subsection*{The current fixes both widths}

Put electrode $a$ at $x=0$ and electrode $b$ at $x=d$. Let the current density, positive towards $b$, be
\[
J=J_0\cos\theta,\qquad \theta=\omega t .
\]
The ions are immobile, with density $n$. Electrons are absent from the sheaths, whose widths are $s_a$ and $s_b$, and they neutralize the ions between them. For now, neglect the field in the plasma and the particle current to the electrodes.

The exposed ions produce a field pointing from the plasma to each electrode. Gauss's law gives the wall fields
\[
E(0)=-\frac{en s_a}{\varepsilon_0},\qquad
E(d)=+\frac{en s_b}{\varepsilon_0}.
\]
At the walls the current is purely displacement current, $J=\varepsilon_0\,\partial E/\partial t$. Hence
\[
\frac{ds_a}{dt}=-\frac{J}{en},\qquad
\frac{ds_b}{dt}=+\frac{J}{en}.
\]
Integration, with the same mean width $S$ on both sides, gives
\begin{equation}
s_a=S-s_0\sin\theta,\qquad s_b=S+s_0\sin\theta,\qquad
s_0=\frac{J_0}{en\omega}.
\label{widths}
\end{equation}
The antiphase motion is thus a consequence of the series current. The electron cloud moves as a block, opening one sheath as it closes the other. A width cannot be negative, so $S\ge s_0$. If each sheath just collapses once per cycle, $S=s_0$.

\subsection*{Each sheath has a second harmonic}

Define $U_a$ and $U_b$ as the plasma potential minus the potential of the respective electrode. At a distance $\xi$ from the sheath edge towards the electrode, the field strength is $en\xi/\varepsilon_0$. Therefore
\[
U=\int_0^s\frac{en\xi}{\varepsilon_0}\,d\xi=\frac{en s^2}{2\varepsilon_0}.
\]
Insert (\ref{widths}), expand the square and use $\sin^2\theta=(1-\cos2\theta)/2$:
\begin{align*}
U_a&=\frac{en}{2\varepsilon_0}\left[S^2+\frac{s_0^2}{2}-2Ss_0\sin\theta-\frac{s_0^2}{2}\cos2\theta\right],\\
U_b&=\frac{en}{2\varepsilon_0}\left[S^2+\frac{s_0^2}{2}+2Ss_0\sin\theta-\frac{s_0^2}{2}\cos2\theta\right].
\end{align*}
The fundamentals have opposite signs, but the second harmonics have the same sign. A shift of half a period changes the phase of the fundamental by $180^\circ$ and that of the second harmonic by $360^\circ$, which is no change.

In either sheath the ratio of second harmonic to fundamental is
\[
\frac{s_0^2/2}{2Ss_0}=\frac{s_0}{4S}.
\]
It is $1/4$ for full collapse and smaller if the sheath stays partly open.

\subsection*{The total is a difference}

Going from one plate to the other, we climb one sheath potential and descend the other. With $\phi_p$ for the plasma potential,
\[
V=\phi_a-\phi_b=(\phi_p-U_a)-(\phi_p-U_b)=U_b-U_a .
\]
The mean values and second harmonics therefore subtract to zero, while the fundamentals reinforce each other. Factorizing the difference of squares shows the same thing:
\begin{align}
V&=\frac{en}{2\varepsilon_0}(s_b-s_a)(s_b+s_a)\nonumber\\
&=\frac{en}{2\varepsilon_0}(2s_0\sin\theta)(2S)
=\frac{2enSs_0}{\varepsilon_0}\sin\theta .
\label{total}
\end{align}
The pair behaves as a linear capacitor. Its capacitance per unit area is the charge amplitude $J_0/\omega=ens_0$ divided by the voltage amplitude, which gives $\varepsilon_0/(2S)$. This is a vacuum gap of constant width $2S$, although neither sheath has a constant width.

If plate $b$ is grounded, $\phi_p=U_b$. The plasma potential then contains the second harmonic even though the voltage on plate $a$ does not. A clean voltage between the plates is no evidence that the individual sheaths are linear.

\subsection*{Symmetry alone does not give a pure sine}

Two statements should be kept apart. Suppose only that the sheaths are identical and run half a period apart, so that $U_b(\theta)=U_a(\theta+\pi)$. Write $U_a=\sum_k u_k e^{ik\theta}$. Since $e^{ik\pi}=(-1)^k$,
\[
V=\sum_k u_k\left[(-1)^k-1\right]e^{ik\theta}.
\]
The bracket vanishes for even $k$ and equals $-2$ for odd $k$. Symmetry removes the even harmonics, whatever the sheath law, but it leaves the odd ones.

The absence of odd overtones needs a further property. Let $q$ be the exposed ion charge per unit area. If the edge of a sheath of width $s$ moves away from its electrode and exposes an extra charge $dq$, the field rises by $dq/\varepsilon_0$ throughout the width $s$. Thus $dU=s\,dq/\varepsilon_0$, even if the static ion density varies with position. With $q_a=\bar q-y$ and $q_b=\bar q+y$,
\begin{equation}
\frac{dV}{dy}=\frac{dU_b}{dq_b}+\frac{dU_a}{dq_a}
=\frac{s_a+s_b}{\varepsilon_0}.
\label{slope}
\end{equation}
The total is linear in $y$ when the sum of the widths stays constant. Uniform ions ensure this, because what one sheath gains in width the other loses. With nonuniform ions, equal charges occupy unequal widths, and odd harmonics can appear.

\subsection*{Unequal electrodes bring the second harmonic back}

Now let the areas be $A_a$ and $A_b$, with the same $n$, the same total current amplitude $I_0$ and full collapse on both sides. The width amplitudes are $s_{0j}=I_0/(en\omega A_j)$. Setting $S=s_0=s_{0j}$ in the expansion above gives a fundamental of amplitude
\[
G_j=\frac{en s_{0j}^2}{\varepsilon_0}
=\frac{I_0^2}{\varepsilon_0 en\omega^2A_j^2}
\]
and a second harmonic of amplitude $G_j/4$. The fundamentals add in $V$ and the second harmonics subtract, so
\[
\frac{V_2}{V_1}=\frac{|G_a-G_b|}{4(G_a+G_b)} .
\]
For $A_b=1.5A_a$, $G_b/G_a=1/2.25=0.444$, and the ratio is $0.556/(4\times1.444)=9.6\%$. If $b$ is very large, its sheath voltage becomes negligible and the ratio tends to the single-sheath value of $25\%$.

\subsection*{Numbers for an ammonia discharge}

Take round values for a low-pressure ammonia discharge: $13.56$ MHz, $n=10^9\ \mathrm{cm^{-3}}$, $J_0=2.50\ \mathrm{mA/cm^2}$ and a gap of $30$ mm. Then $\omega=8.52\times10^7\ \mathrm{s^{-1}}$ and
\[
s_0=\frac{2.50\times10^{-3}}{(1.602\times10^{-19})(10^9)(8.52\times10^7)}\ \mathrm{cm}
=1.83\ \mathrm{mm}.
\]
With full collapse, each sheath opens to $2s_0=3.66$ mm. The total amplitude follows from (\ref{total}) with $S=s_0$:
\[
V_1=\frac{2ens_0^2}{\varepsilon_0}
=\frac{2(1.602\times10^{-10})(0.1831)^2}{8.854\times10^{-14}}\ \mathrm{V}
=121\ \mathrm{V},
\]
where the lengths in the fraction are in centimetres.

Each sheath has a mean voltage of $3V_1/8=45.5$ V, a fundamental of $V_1/2=60.7$ V and a second harmonic of $V_1/8=15.2$ V. Between the plates, the two fundamentals make $121$ V, and the two means and the two $15.2$ V components cancel. The capacitance of the pair is $0.242\ \mathrm{pF/cm^2}$.

Full collapse is not needed for the cancellation. At the same current, $S=1.3s_0$ lowers the ratio in each sheath to $1/(4\times1.3)=19.2\%$ and raises the total amplitude to $1.3V_1=158$ V, still without harmonics.

\subsection*{What moving ions change}

Real sheath ions accelerate towards the wall, so their density falls. To size this effect, let the ions respond to the time-averaged field alone. Label a position by the phase $\varphi$ at which the electron edge passes it, with $\varphi=0$ at the fully open sheath edge and $\varphi=\pi$ at the wall. With $q_0=J_0/\omega$, the field there at phase $\psi$ is $(q_0/\varepsilon_0)(\cos\psi-\cos\varphi)$ while $|\psi|<\varphi$, and zero otherwise. Its average is
\[
\bar E=\frac{q_0}{2\pi\varepsilon_0}\int_{-\varphi}^{\varphi}(\cos\psi-\cos\varphi)\,d\psi
=\frac{q_0}{\pi\varepsilon_0}(\sin\varphi-\varphi\cos\varphi).
\]

Let collisionless ions enter with density $n_s$ and the Bohm speed $u_B=\sqrt{eT_e/M}$, where $M$ is the ion mass and $T_e$ is the electron temperature in volts. Put $w=u/u_B$. Flux conservation gives a density $n_s/w$, and energy conservation gives $w^2=1+(2/T_e)\int\bar E\,dx$. The charge exposed per phase interval is $q_0\sin\varphi\,d\varphi=e(n_s/w)\,dx$. Differentiating the energy equation and substituting for $dx$, we find
\[
\frac{dw}{d\varphi}=\frac{q_0^2}{\pi\varepsilon_0en_sT_e}
\sin\varphi\,(\sin\varphi-\varphi\cos\varphi).
\]
I integrated this numerically for $T_e=3$ eV, choosing $n_s$ so that the full sheath kept its width of $3.66$ mm and thus its mean density of $10^9\ \mathrm{cm^{-3}}$. The density falls from $2.6\times10^9$ at the plasma edge to $3.8\times10^8\ \mathrm{cm^{-3}}$ at the wall. Integrating the instantaneous field gives a total fundamental of $169$ V and a third harmonic that is $3.0\%$ of it. The second harmonic still cancels.

Equation (\ref{slope}) explains both changes. When the sheaths hold equal charge, the charge left in each lies near its wall, where the ions are sparse, and fills more than half the full width. The sum of the widths then exceeds $2s_0$. At the extremes, one sheath is closed and the sum returns to $2s_0$. The slope of $V$ is therefore greater around $V=0$, which raises the fundamental and bends the curve.

In the opposite limit, frequent collisions with a constant mean free path make the ion speed proportional to $\bar E^{1/2}$ and the density to $\bar E^{-1/2}$. At the same current and full width, the fundamental is $160$ V and the third harmonic is $2.6\%$ of it.

Treating the ions as responding to the mean field is reasonable here, though not perfect. For $\mathrm{NH_4^+}$, taken as the main ion, the plasma frequency at the sheath edge is $2.5$ MHz, well below the drive frequency. A collisionless ion needs about $4.8$ drive periods to cross the sheath.

\subsection*{What electrons and particle currents change}

The electron edge is not perfectly sharp either. For Boltzmann electrons in uniform ions, Poisson's equation is $U''=(en/\varepsilon_0)(1-e^{-U/T_e})$. Multiply by $U'$ and integrate from the plasma, where $U=U'=0$:
\[
\frac{\varepsilon_0E^2}{2}=en\left[U+T_e\left(e^{-U/T_e}-1\right)\right].
\]
For $U\gg T_e$ this gives $U=\varepsilon_0E^2/(2en)+T_e$. The constant $T_e$ cancels between the sheaths, but near collapse the correction is no longer constant. Solving this relation numerically, with the wall charge still reaching zero once per cycle, gives a third harmonic of $0.8\%$ of the fundamental.

Particle current matters more for the amplitude. With the edge density found for collisionless ions, the ion current is $J_i=en_su_B=0.168\ \mathrm{mA/cm^2}$, or $6.7\%$ of $J_0$. Over a whole cycle it would change the sheath width by $2\pi(J_i/J_0)s_0=0.42s_0$ if no electrons arrived. To include both currents, I integrated
\[
en\frac{ds_{a,b}}{dt}=\mp J+J_e-J_i,\qquad
J_e=\frac{en_s}{4}\sqrt{\frac{8eT_e}{\pi m}}\;e^{-U/T_e}
\]
until the motion repeated, where $m$ is the electron mass. This is a mixed estimate: it takes the particle fluxes from the nonuniform profile but keeps $U=ens^2/(2\varepsilon_0)$.

The sheaths no longer close completely. Their smallest width is $0.47s_0$, where $U=(V_1/4)(0.474)^2=6.8$ V, and their mean width is $1.42s_0$. The total fundamental rises to $168$ V. Its third harmonic is only $0.6\%$, and the even harmonics still cancel. Thus the waveform is much less sensitive than the amplitude to this correction. The amplitude itself is fixed only roughly, because a sharp edge is a poor description at $U\approx2T_e$: with the Boltzmann voltage law above and the same fluxes, the fundamental is $157$ V and the third harmonic is $0.4\%$.

At the assumed density and collision rate, the plasma between the sheaths adds little. Electron momentum balance gives a field amplitude $J_0m|\nu+i\omega|/(e^2n)$, where $\nu$ is the collision rate with the gas. At $20$ mTorr and $300$ K, a rough rate coefficient of $10^{-7}\ \mathrm{cm^3/s}$ gives $\nu=6.4\times10^7\ \mathrm{s^{-1}}$. Over the constant plasma length $d-2s_0$, the voltage amplitude is $2.5$ V. At fixed density, collision rate and plasma length this voltage is linear in the current and creates no harmonics. These round values do not satisfy a power balance, however. The ohmic heating is $19\ \mathrm{W/m^2}$, which is $5.6$ eV for each electron--ion pair lost at $0.168\ \mathrm{mA/cm^2}$ per wall, less than the ionization energy of ammonia (about $10$ eV). A generous estimate of heating by the moving sheath edges raises this only to about $13$ eV. A cost of $100$ eV per pair would require about $27$ V in phase with the current, so a self-sustained discharge at this current would have a lower density or a larger resistive voltage.

\subsection*{Reading this beside a real reactor}

Ammonia discharges are used for nitriding surfaces and, with a silicon-bearing gas, for depositing silicon nitride. The frequency here is a usual industrial one. The density and current are each of the size met in weak capacitive discharges, but they were chosen independently and do not form a self-consistent operating point; $20$ mTorr is low for nitride deposition. Besides the uniform ion density, check the assumption of equal electrodes, because grounded chamber walls can enlarge one side and bring back the second harmonic. In the uniform-ion model with full collapse, an area ratio of $1.5$ moves the second harmonic from zero to $9.6\%$ of the fundamental. Each included separately, particle currents lower this to about $7\%$, and a falling ion density lowers it to $6$ to $7\%$ if both sheaths keep the same mean density, or to about $9\%$ if they share the same ion flux. In the symmetric case, again with full collapse, the falling ion density leaves about $3\%$ of third harmonic and raises the amplitude by roughly $30$ to $40\%$ at fixed current and full sheath width.

These corrections were sized separately and should not be added into a prediction. Negative ions, secondary electrons and fields at the electrode rims are left out. The current was also held sinusoidal throughout. With a sinusoidal voltage source, the same departures from linearity would put harmonics into the current instead. They would also be more prominent there: the current is the time derivative of the charge, so a third harmonic in the charge counts three times as much in the current.

Numerical values quoted here were computed with a short program.
